# Capture of a Charged Defect by an Oppositely Charged Dopant

## The form of the answer

A mobile defect diffuses towards a fixed dopant of opposite charge and is captured on reaching a distance $a$. Let $c_\infty$ be the defect density far away and $I$ the number captured by one dopant per unit time. The capture coefficient $k=I/c_\infty$ has the dimension volume per time.

The diffusivity $D$ (length squared per time) is the one input that contains time. The attraction enters through its energy divided by the thermal energy. For unscreened charges $+e$ and $-e$ in a medium of relative permittivity $\varepsilon$,

$$\frac{U(r)}{k_BT}=-\frac{R}{r},\qquad R=\frac{e^2}{4\pi\varepsilon_0\varepsilon k_BT}.$$

The Onsager radius $R$ is the distance at which the attraction equals $k_BT$. It is positive for attraction. With two lengths and one diffusivity, the answer must be

$$k=4\pi Da\,F(x),\qquad x=\frac Ra .$$

The prefactor is the neutral Smoluchowski coefficient, so $F(0)=1$. If the capture radius ceases to matter under strong attraction, $F$ must become proportional to $x$, and $k$ to $DR$. Dimensions cannot supply $F$ itself.

## Assumptions and theorem

1. The dopant is fixed and isolated, and its Coulomb field is unscreened.
2. The defect moves as a continuum, with uniform $D$ and the Einstein relation between drift and diffusion.
3. Every defect reaching $r=a$ is captured, so $c(a)=0$, and none is released.
4. Defects are dilute, do not interact, and keep their charge.
5. The density is steady and tends to $c_\infty$ far away.

**Theorem.** Under these assumptions

$$k=\frac{4\pi DR}{1-e^{-R/a}}=4\pi Da\,\frac{x}{1-e^{-x}},\tag{1}$$

$$\frac{c(r)}{c_\infty}=\frac{1-e^{R/r-R/a}}{1-e^{-R/a}}.\tag{2}$$

**Lemma 1.** In the variable $s=1/r$ the steady density obeys

$$\frac{dc}{ds}=Rc-\Gamma,\qquad \Gamma=\frac{I}{4\pi D}.\tag{3}$$

*Proof.* The radial force is $-dU/dr=-k_BTR/r^2$, directed inward. By the Einstein relation the drift velocity is $D/k_BT$ times the force. The outward flux density is therefore

$$J_r=-D\frac{dc}{dr}-\frac{DR}{r^2}c.$$

The inward current through a sphere is

$$I=-4\pi r^2J_r=4\pi D\left(r^2\frac{dc}{dr}+Rc\right).$$

In a steady state no defects accumulate between two spheres, so $I$ does not depend on $r$. Since $ds/dr=-1/r^2$, we have $r^2\,dc/dr=-dc/ds$. Division by $4\pi D$ gives $\Gamma=-dc/ds+Rc$, which is (3). $\square$

*Proof of the theorem.* Equation (3) has the constant solution $\Gamma/R$. The deviation from it grows as $e^{Rs}$. At $s=0$, which is infinite distance, $c=c_\infty$, so

$$c-\frac{\Gamma}{R}=\left(c_\infty-\frac{\Gamma}{R}\right)e^{Rs}.\tag{4}$$

At $s=1/a$ the density vanishes:

$$-\frac{\Gamma}{R}=\left(c_\infty-\frac{\Gamma}{R}\right)e^x
\;\Rightarrow\;\frac{\Gamma}{R}(e^x-1)=c_\infty e^x
\;\Rightarrow\;\Gamma=\frac{Rc_\infty}{1-e^{-x}}.$$

Since $k=4\pi D\Gamma/c_\infty$, this is (1). It also gives

$$c_\infty-\frac{\Gamma}{R}=-\frac{c_\infty e^{-x}}{1-e^{-x}}.$$

Inserting both expressions in (4) gives (2). $\square$

**Remark 1: limits.** For small $x$, $1-e^{-x}=x-x^2/2+\cdots$, and hence

$$\frac{k}{4\pi Da}=\frac{1}{1-x/2+\cdots}=1+\frac x2+\cdots .$$

For large $x$, $k\to4\pi DR$ and the capture radius drops out. For like charges $R=-|R|$, and (1) becomes $4\pi D|R|/(e^{|R|/a}-1)$, which is exponentially small when $|R|\gg a$.

It is useful to define an effective radius $R_{\rm eff}=k/(4\pi D)$: a neutral absorber of this radius would capture at the same rate.

## How the attraction raises the rate

The attraction does not pile up defects around a perfect absorber. By (2) the density is below $c_\infty$ at every finite distance. The gain comes from drift. A uniform density carries the drift flux $-DRc_\infty\hat{\mathbf r}/r^2$, whose divergence is zero outside the sink. Drift can thus deliver the current $4\pi DRc_\infty$ without depleting the surroundings.

The drift current at $r$ is $4\pi DRc(r)$. Dividing by $I=4\pi DRc_\infty/(1-e^{-x})$ and using (2) gives

$$\text{drift share}=1-e^{R/r-R/a}.$$

At contact this is zero, because the density vanishes there and diffusion carries the whole current. For $x\gg1$ drift takes over a short distance outside.

**Lemma 2.** A defect at distance $r$ escapes to infinity without capture with probability

$$\psi(r)=\frac{c(r)}{c_\infty}e^{-R/r}
=\frac{e^{-R/r}-e^{-R/a}}{1-e^{-R/a}}.\tag{5}$$

*Proof.* Put $u=U/k_BT=-R/r$. The escape probability $p$ at a point equals its average over the positions reached a short time later. This requires $D\nabla^2p-D\nabla u\cdot\nabla p=0$, or equivalently $\nabla\cdot(e^{-u}\nabla p)=0$. The flux can be written $\mathbf J=-De^{-u}\nabla(ce^u)$, so $\nabla\cdot\mathbf J=0$ is the same equation for $ce^u/c_\infty$. Both functions vanish at $a$ and tend to one at infinity, so they are equal. Equation (2) then gives (5). $\square$

The flux relation also reads

$$I=4\pi Dc_\infty r^2e^{R/r}\frac{d\psi}{dr}
\;\Rightarrow\;
\frac1k=\int_a^\infty\frac{e^{-R/r}}{4\pi Dr^2}\,dr .\tag{6}$$

The integral is a sum of diffusion resistances of successive shells, and $\psi(r)$ is the share of the total lying inside $r$. The factor $e^{-R/r}$ makes the inner shells nearly free of resistance. For $x\gg1$ half the resistance lies outside $r=R/\ln2$.

**Proposition 1: imperfect contact.** Let the capture current be $I=4\pi a^2v\,c(a)$, with $v$ a contact velocity. Then

$$k=\frac{4\pi DR}{1-e^{-x}+\dfrac{DR}{va^2}e^{-x}}.\tag{7}$$

*Proof.* The contact condition gives $c(a)=D\Gamma/(va^2)$. Put this in (4) at $s=1/a$ and multiply by $e^{-x}$:

$$\frac{D\Gamma}{va^2}e^{-x}-\frac{\Gamma}{R}e^{-x}=c_\infty-\frac{\Gamma}{R}.$$

Collecting $\Gamma$ and multiplying by $R$ gives

$$\Gamma\left[1-e^{-x}+\frac{DR}{va^2}e^{-x}\right]=Rc_\infty,$$

from which (7) follows. $\square$

A slow last step is forgiven by the factor $e^{-x}$: a defect that fails to react is held near the dopant and tries again.

## Approach to the steady state

**Proposition 2.** At late times, to leading order in $1/\sqrt{Dt}$,

$$\frac{k(t)}k=1+\frac{b}{\sqrt{\pi Dt}},$$

with $b=R/(e^x-1)$ for a uniform initial density and $b=R_{\rm eff}$ for the Boltzmann density $c_\infty e^{R/r}$.

*Derivation.* For the uniform start, let $w=1-c/c_\infty$. From (2), the steady depletion is

$$w=\frac{e^{-x}(e^{R/r}-1)}{1-e^{-x}}\longrightarrow\frac br,\qquad b=\frac{R}{e^x-1}\quad(r\gg R).$$

Take the Laplace transform with variable $p$, and put $q=\sqrt{p/D}$. Far from the dopant diffusion dominates, and the decaying depletion is

$$\hat w\simeq\frac{b\,e^{-qr}}{pr}\simeq\frac1p\left(\frac br-bq\right)\quad(qr\ll1).$$

The constant $-bq$ means that the inner region sees a far density larger by the factor $1+bq$. Its response is quasi-steady, so $\hat k=k(1+bq)/p$. The inverse transform of $q/p=1/\sqrt{pD}$ is $1/\sqrt{\pi Dt}$.

The Boltzmann start adds $c_\infty R/r$ at large distance. After free diffusion for a time $t$, the value of this addition near the dopant is $c_\infty R$ times the mean of $1/r$ over a Gaussian:

$$R\int_0^\infty\frac{4\pi r\,e^{-r^2/4Dt}}{(4\pi Dt)^{3/2}}dr
=\frac{8\pi DtR}{(4\pi Dt)^{3/2}}=\frac{R}{\sqrt{\pi Dt}}.$$

Thus $b$ rises by $R$, and $R/(e^x-1)+R=R/(1-e^{-x})=R_{\rm eff}$. $\square$

## The Fermi level and the charge state

The Fermi level sets the fraction of defects that are charged. Let a donor-like defect be neutral with probability $f$ far from the dopant, and let both charge states have the same $D$ and $a$. If exchange of charge is very slow, the populations diffuse independently and

$$k_{\rm slow}=(1-f)\frac{4\pi DR}{1-e^{-x}}+4\pi Daf.$$

**Proposition 3.** If charge exchange is fast enough to keep local equilibrium,

$$k_{\rm fast}=\frac{4\pi DRf}{-\ln[1-f(1-e^{-x})]}.\tag{8}$$

*Proof.* At a uniform Fermi level, the dopant's potential favours the positive state by the factor $e^{R/r}$. The two densities can therefore be written with one common function $\phi$:

$$c_0=fc_\infty\phi,\qquad c_+=(1-f)c_\infty e^{R/r}\phi .$$

The charged current involves

$$r^2c_+'+Rc_+=(1-f)c_\infty e^{R/r}r^2\phi',$$

because differentiating the exponential cancels the drift term. Adding the neutral current and using $r^2\phi'=-d\phi/ds$,

$$\Gamma=-c_\infty\left[f+(1-f)e^{Rs}\right]\frac{d\phi}{ds}.$$

With $\phi=1$ at $s=0$ and $\phi=0$ at $s=1/a$, integration gives

$$\frac{c_\infty}{\Gamma}=\int_0^{1/a}\frac{ds}{f+(1-f)e^{Rs}}
=\int_0^{1/a}\frac{e^{-Rs}\,ds}{1-f+fe^{-Rs}}.$$

The last integrand is $-(fR)^{-1}$ times the derivative of $\ln(1-f+fe^{-Rs})$. The logarithm vanishes at $s=0$, so

$$\frac{c_\infty}{\Gamma}=-\frac{\ln[1-f(1-e^{-x})]}{fR},$$

which gives (8). $\square$

For $f\to1$ the logarithm tends to $-x$, and $k\to4\pi Da$. For small $f$, write $y=1-e^{-x}$. Then $-\ln(1-fy)=fy(1+fy/2+\cdots)$, so the rate falls by the fraction $fy/2$, about $f/2$ for strong attraction. Slow exchange costs nearly $f$ when $a\ll R$. Fast exchange costs less because a neutral defect can become charged as it approaches.

## Worked example

The parameters are rough typical values in the regime of positive interstitial iron and boron acceptors in silicon: $T=300$ K, $\varepsilon=11.7$, $D=10^{-14}$ cm²/s, $a=0.50$ nm and acceptor density $N=10^{15}$ cm⁻³. They give

$$R=4.76\ \text{nm},\qquad x=\frac{4.7607}{0.500}=9.52,\qquad e^{-x}=7.3\times10^{-5}.$$

The correction $e^{-x}$ in the denominator is negligible, so $R_{\rm eff}=4.76$ nm and

$$k=4\pi(10^{-14})(4.76\times10^{-7})=5.98\times10^{-20}\ \text{cm}^3/\text{s}.$$

The neutral coefficient is $6.28\times10^{-21}$ cm³/s, smaller by a factor of 9.5. With independent acceptors, the capture time is

$$\tau=\frac1{kN}=\frac1{(5.98\times10^{-20})(10^{15})}=1.67\times10^4\ \text{s}=4.6\ \text{h},$$

against 44 h for a neutral defect with the same $D$ and $a$.

At $r=1.0$ nm the charged density is still 0.99 of its bulk value, while the neutral one is $1-a/r=0.50$. Drift carries 99% of the charged current there. The region inside 1.0 nm holds 0.85% of the diffusion resistance. A stronger attraction confined to that region could therefore raise the rate by less than 1%; a repulsive barrier there could lower it much more.

Numerical integration of the time-dependent equation from a uniform density gave $R_{\rm eff}=4.7611$ nm at $Dt=10^6$ nm², in agreement with (1). At the capture time the Boltzmann start still has a rate 2.1% above the steady one, whereas the uniform start shows no excess at the printed precision.

## Where the model bends

**Discrete hops.** With a hop length $h=0.235$ nm, the energy gradient at contact amounts to $k_BTRh/a^2\approx4.5\,k_BT$ per hop length (a radial hop from $a+h$ to $a$ releases $3.0\,k_BT$), so the continuum description is poor there. A walk on a simple cubic lattice, with capture at all sites within $a$ and hop rates proportional to $e^{-\Delta U/2k_BT}$, nevertheless gave 1.001 times the continuum rate for the charged defect. This figure depends on the hop rule: Metropolis rates give 0.96. For the neutral defect it gave 0.80 times. The charged coefficient is thus insensitive to the contact geometry, but the enhancement is not: on this lattice it is $9.52\times1.001/0.80\approx12$.

**Contact barrier.** Taking $v=D/h=4.26$ nm/s in (7) lowers the rate by 0.03%. An extra barrier $B$ multiplies $v$ by $e^{-B/k_BT}$. It takes about 0.15 eV to bring the effect to roughly 10%.

**Screening.** Let mobile carriers of density $N$ screen the dopant over the Debye length $\lambda$, with $u=-Re^{-r/\lambda}/r$. For $r\ll\lambda$ this is $-R/r+R/\lambda$. When $\lambda\gg R$, most of the resistance in (6) lies in that range and is multiplied by $1+R/\lambda$. To first order the rate therefore falls by the fraction $R/\lambda$. Direct integration with the screened potential gives these losses relative to (1), for the steady rate to one isolated dopant:

| $N$ (cm⁻³) | $\lambda$ (nm) | $R/\lambda$ | Rate loss |
|---|---:|---:|---:|
| $10^{15}$ | 129 | 0.037 | 3.4% |
| $10^{16}$ | 41 | 0.116 | 9.4% |
| $10^{17}$ | 13 | 0.37 | 23% |

The first-order estimate is too large at every density, increasingly so as $N$ rises. At $10^{17}$ cm⁻³ a Debye sphere holds only about 0.9 carriers, so the linear Debye potential is itself marginal; for a boron level of 0.045 eV with degeneracy 4, about 7% of the acceptors are also neutral at this density. The Debye length also has a kinetic meaning here. Since $\lambda^2=\varepsilon_0\varepsilon k_BT/(e^2N)=1/(4\pi RN)$, (1) gives $D\tau=(1-e^{-x})\lambda^2\approx\lambda^2$. The diffusion length $\sqrt{D\tau}$ is therefore about one Debye length (the rms displacement is $\sqrt6\,\lambda\approx2.4\lambda$), and the screened steady state of an isolated dopant is not reached within the capture time. Transient and competition terms are also of order $R/\lambda$, with the opposite sign, so the table overstates the loss in a doped crystal. If the holes form a uniform background, the drift velocity has divergence $4\pi DRN$ outside the sinks, and for $x\gg1$ a uniform defect density decays at the unscreened rate $4\pi DRN$. In a neutral spherical cell of volume $1/N$ with linearly screening holes, the decay rate lies below $kN$ by only 0.3%, 1.0% and 3.3% at the three densities. The cell stands for evenly spaced dopants. For randomly placed dopants taken as independent, the rate is the time-dependent one of a single screened sink; from a uniform start its loss is 1.9%, 5.3% and 13% at $t=\tau$, and 1.5%, 4.0% and 9.8% averaged over the first $\tau$.

**Charge state.** With a rough donor level 0.38 eV above the valence band and a Fermi level at 0.27 eV, the neutral fraction is 0.012 (degeneracy factors set to one). A rough hole emission rate of $1.2\times10^3$ s⁻¹ is far faster than $D/R^2=1/(23\ \text{s})$, so fast exchange applies. Equation (8) then lowers the rate by 0.6%. When the Fermi level reaches the donor level, $f=0.5$ and the rate is 0.72 of the fully charged value; slow exchange would give 0.55. These figures assume equal diffusivities. For a neutral diffusivity $D_0$, the term $f$ in the denominator $f+(1-f)e^{Rs}$ becomes $fD_0/D$. Neutral interstitial iron is reported to be much slower than the positive ion; with $D_0=0.1D$ the loss at $f=0.012$ is 1.2%, and at $f=0.5$ the rate is 0.53 for fast and 0.51 for slow exchange, so little of the advantage of fast exchange remains.

**Release.** Per dopant, a free defect has $1/(N\Omega)$ sites of volume $\Omega$. A pair has $g$ sites, each favoured by $e^{E_b/k_BT}$. The equilibrium ratio of unpaired to paired defects, with dopants in excess, is therefore $[Ng\Omega e^{E_b/k_BT}]^{-1}$. For rough values $E_b=0.60$ eV, $g=4$ and $\Omega=0.020$ nm³ it is $1.0\times10^{-3}$. Neglect of release is justified here, but the exponential makes it fail on sufficient heating.

**Beside the real case.** Pairing over hours is the expected scale for iron in moderately boron-doped silicon near room temperature, and none of the inputs is meant to lie far from typical. Since $k$ is proportional to $D$, the uncertainty of the diffusivity passes directly into $\tau$. Temperature matters strongly too: with a rough migration barrier of 0.66 eV, a sample 10 K warmer captures 2.2 times faster, even though $R$ is slightly smaller. Doping of $10^{17}$ cm⁻³ breaks the assumptions of an unscreened field and of isolated dopants. The 23% steady loss of the single-dopant Debye model overstates the effect, and the net correction depends on the model: about 3% for evenly spaced dopants in neutral cells, about 10% over the first capture time for independent, randomly placed ones. The simple rule $k=4\pi DR$ is safe for $a\ll R\ll\lambda$, and it calls for a mostly charged defect, no large contact barrier and negligible release. The remaining values are in the numerical output.

## Numbers as computed

```
temperature = 300 K; kB T = 0.02585 eV
relative permittivity = 11.7
diffusivity = 1.0e-14 cm2/s; dopants = 1.0e+15 cm^-3
capture radius a = 0.500 nm; hop length = 0.235 nm
Onsager radius R = 4.7607 nm; x = R/a = 9.5214
exp(-x) = 7.327e-05
effective radius = 4.7611 nm
enhancement over neutral = 9.5221
neutral coefficient = 6.2832e-21 cm3/s
charged coefficient k = 5.9829e-20 cm3/s
capture time = 1.6714e+04 s = 4.643 h
neutral capture time = 44.21 h
r = 0.6 nm: charged density/bulk = 0.7955; neutral = 0.1667
r = 1.0 nm: charged density/bulk = 0.9915; neutral = 0.5000
drift share of current at 1 nm = 0.9914
resistance share inside 1 nm = 0.00849
uniform start, Dt=1e6 nm2: effective radius 4.7611 nm
  late excess: computed 1.75e-07, law 1.97e-07
  rate excess at the capture time = 0.000 %
Boltzmann start, Dt=1e6 nm2: effective radius 4.7739 nm
  late excess: computed 2.69e-03, law 2.69e-03
  rate excess at the capture time = 2.083 %
lattice/continuum rate, charged = 1.0013
lattice/continuum rate, neutral = 0.8045
escape from 1.88 nm: lattice 0.0777, formula 0.0794
N=1e+15 cm^-3: Debye length=129.29 nm; R/length=0.0368; rate loss=3.37 %
N=1e+16 cm^-3: Debye length=40.88 nm; R/length=0.1164; rate loss=9.40 %
N=1e+17 cm^-3: Debye length=12.93 nm; R/length=0.3682; rate loss=22.69 %
mean dopant spacing N^(-1/3) = 100.0 nm
rough valence density of states = 3.0e+19 cm^-3
hole density/density of states = 3.33e-05
rough donor level = 0.38 eV; Fermi level = 0.2665 eV
neutral defect fraction far away = 0.01225
neutral fraction 0.0122: rate/all-charged rate, fast 0.9939, slow 0.9890
neutral fraction 0.5000: rate/all-charged rate, fast 0.7214, slow 0.5525
neutral fraction 0.9000: rate/all-charged rate, fast 0.3909, slow 0.1945
rough hole cross-section = 1.0e-17 cm2; speed = 1.0e+07 cm/s
hole emission rate = 1.24e+03 s^-1; R^2/D = 22.66 s
contact velocity D/hop = 4.255 nm/s; rate loss = 0.0328 %
extra contact barrier for about 10 % effect = 0.148 eV
rough binding energy = 0.60 eV; pair sites = 4; site volume = 0.020 nm3
equilibrium unpaired/paired ratio = 1.04e-03
rough migration barrier = 0.66 eV
rate factor for 10 K warmer = 2.205
```
